Dirac Radial Solutions near a Point and a Finite Nucleus

**1. The starting problem**

Suppose that a radial Dirac equation for a heavy atom is started at a small radius with the Schrödinger form r^(l+1) and no small component. Near a point nucleus this is not the start of the regular solution. It contains some of the irregular solution, which contaminates the phase shift and hence the single-site scattering matrix. Inside a nucleus of finite size the power r^(l+1) is right, but for j = l−1/2 the small component starts with the lower power r^l and should not be set to zero. Both cases follow from the behaviour of the potential at the origin.

Hartree atomic units are used, with c = 1/α. The energy E excludes the rest energy. P and Q are r times the large and small radial functions, so the latter carry one power of r less. The quantum number κ is −l−1 for j = l+1/2 and l for j = l−1/2. In a spherical potential V,

P′ = −(κ/r)P + AQ, Q′ = (κ/r)Q − BP, (1)

B = (E−V)/c, A = B + 2c. (2)

**2. Exponents and recurrence for a point nucleus**

Let V = −Z/r + w(r), where w = Σ w_j r^j converges near the origin. With ζ = Zα = Z/c,

B = ζ/r + Σ b_j r^j, A = ζ/r + Σ a_j r^j, (3)

where b_0 = (E−w_0)/c, a_0 = b_0+2c, and a_j = b_j = −w_j/c for j ≥ 1. Insert

P = r^s Σ p_n r^n, Q = r^s Σ q_n r^n (4)

into (1) and collect the power r^(s+n−1). The derivative gives (s+n)p_n, the Coulomb term gives ζq_n, and the rest of A gives products with earlier coefficients. The second equation is treated in the same way:

(s+n+κ)p_n − ζq_n = F_n, F_n = Σ a_j q_(n−1−j), (5)

ζp_n + (s+n−κ)q_n = G_n, G_n = −Σ b_j p_(n−1−j), (6)

with j running from 0 to n−1. For n = 0 the right sides vanish, and a nonzero solution requires a zero determinant:

(s+κ)(s−κ) + ζ² = 0, so s = ±γ, γ = √(κ²−ζ²). (7)

Equation (5) then gives the ratio of the components,

q_0/p_0 = q_± = (κ±γ)/ζ, q_+q_− = (κ²−γ²)/ζ² = 1. (8)

The energy and w are absent from (7) and (8), since they are weaker than 1/r. For ζ > |κ| the exponents are imaginary and both solutions oscillate in ln r; here 0 < ζ < |κ|.

For n ≥ 1 the determinant of (5) and (6) is

D_n = (s+n)² − κ² + ζ² = n(n+2s), (9)

because s² = κ²−ζ². Solving the two linear equations gives

p_n = [(s+n−κ)F_n + ζG_n]/D_n, (10)

q_n = [(s+n+κ)G_n − ζF_n]/D_n. (11)

In particular,

p_1 = [(s+1−κ)a_0q_0 − ζb_0p_0]/(1+2s), (12)

q_1 = −[(s+1+κ)b_0p_0 + ζa_0q_0]/(1+2s). (13)

If no D_n vanishes, the series converges wherever that of w does. Take ρ inside the latter's radius of convergence, so that |a_j| and |b_j| are at most Mρ^(−j). The factors multiplying F_n and G_n are at most a constant over n. Hence |p_n| and |q_n| are bounded by numbers m_n with n m_n = K Σ ρ^(−j) m_(n−1−j), K constant. Their generating function m(x) = Σ m_n x^n obeys m′ = Km/(1−x/ρ), so m = m_0(1−x/ρ)^(−Kρ), which has a convergent series for |x| < ρ.

The weak-coupling limit looks odd for κ = l > 0, where γ tends to l, not l+1. Take s = γ and fix q_0. Then p_0 = ζq_0/(κ+γ) ≈ ζq_0/(2κ), while (12) gives p_1 ≈ 2cq_0/(2κ+1). Thus

P ≈ q_0 r^κ[ζ/(2κ) + 2cr/(2κ+1)]. (14)

The second term dominates when r ≫ (2κ+1)Z/(4κc²), and there P has the Schrödinger power r^(l+1) as long as also r ≪ 1/Z, beyond which higher terms take over. For light nuclei the relativistic power is thus confined to smaller radii. For heavy nuclei the two bounds nearly meet and the window closes: for κ = 1 at a bare nucleus with E = −Z²/8, the local power d ln P/d ln r rises to at most 1.90 for Z = 11 and 1.25 for Z = 76.

A self-consistent potential needs a qualification. Occupied |κ| = 1 states give a density proportional to r^(2γ−2) at a point nucleus, and Poisson's equation then puts a term r^(2γ) into w. A local exchange potential, proportional to the cube root of the density, even diverges as r^((2γ−2)/3). It corrects the leading term at relative power 1+(2γ−2)/3, which is 0.888 for Z = 76 and so comes before the p_1 term. A gradient-corrected potential can diverge more strongly still. Such terms lie outside the form (3), and (4) must be extended for them, but being weaker than 1/r they leave (7) unchanged.

**3. The irregular solution**

A radial Green function joins a solution regular at the origin, taken at the smaller radius, to a second solution at the larger one. An irregular solution is therefore needed as well. Its start is s = −γ, q_0/p_0 = q_−, followed by (10) and (11), unless D_n = n(n−2γ) vanishes. For ζ < √3/2 we have ζ² < 3/4 ≤ |κ|−1/4, hence γ² > (|κ|−1/2)² and

2|κ|−1 < 2γ < 2|κ|. (15)

So 2γ is not an integer and no D_n vanishes. The limit ζ = √3/2 corresponds to Z ≈ 118.7. There γ = 1/2 for |κ| = 1, and D_1 vanishes. There ∫r^(−2γ)dr still diverges logarithmically at the origin; for larger Z it converges, and square integrability alone no longer rejects the irregular solution.

For light nuclei one denominator is small, namely

D_(2|κ|) = 4|κ|(|κ|−γ) = 4|κ|ζ²/(|κ|+γ) ≈ 2ζ². (16)

For |κ| = 1 it is 0.672 at Z = 76 and 0.0129 at Z = 11. Take κ = −1, w = 0 and q_0 = 1. To leading order in ζ, with a_0 and b_0 fixed,

p_0 = −ζ/2, p_1 = −a_0, q_1 = ζ(a_0+b_0/2). (17)

Then F_2 = a_0q_1 and G_2 = a_0b_0. The numerator of p_2 is 2F_2+ζG_2 = 2ζa_0(a_0+b_0), and division by 2ζ² gives

p_2 ≈ a_0(a_0+b_0)/ζ. (18)

This large term nearly repeats the regular solution, since its power 2−γ is close to γ. An irregular solution remains irregular when a multiple of the regular one is subtracted, so subtract p_2r^γ:

p_2[r^(2−γ)−r^γ] ≈ p_2r^γ·2(1−γ)ln r ≈ ζa_0(a_0+b_0) r ln r, (19)

because 2(1−γ) ≈ ζ². Relative to the term p_1r^(1−γ) ≈ −a_0, this is −ζ(a_0+b_0) r ln r ≈ −2Zr ln r when |E| ≪ c². It is the logarithm of the irregular Schrödinger s solution: u″ = −(2Z/r)u with u ≈ 1 integrates to u ≈ 1−2Zr ln r, apart from regular terms. The remaining term p_0/r, relative to the same constant, is Z/(4c²r). It is small beside the logarithm only where r²|ln r| ≫ 1/(8c²), a condition that does not contain Z.

The normalization of the pair follows from an identity used again below. Let (P_0,Q_0) and (P,Q) solve (1) with the same κ, with coefficients A_0, B_0 and A, B. For W = P_0Q−Q_0P, substitution of the four derivatives cancels the κ terms and leaves

W′ = (A_0−A)Q_0Q + (B_0−B)P_0P. (20)

At equal energy and potential W is constant. Let (P_+,Q_+) and (P_−,Q_−) denote the regular and irregular solutions, both with p_0 = 1. Letting r tend to zero, where the higher terms vanish, gives

P_+Q_− − Q_+P_− = q_−−q_+ = −2γ/ζ. (21)

**4. A nucleus of finite size**

Replace the point by a uniformly charged sphere of radius R. The enclosed charge grows as r³, so dV/dr = Zr/R³ inside. Integrating inward from V(R) = −Z/R gives

V_nuc = −(Z/2R)(3−r²/R²), r < R. (22)

The 1/r terms in (3) vanish. Instead, b_0 and a_0 each gain 3ζ/(2R), and b_2 and a_2 each gain −ζ/(2R³). The n = 0 equations become

(s+κ)p_0 = 0, (s−κ)q_0 = 0, so s = ±|κ|. (23)

For the regular solution, s = |κ|, the next coefficient follows from (5) or (6) without their Coulomb terms:

κ < 0: q_0 = 0, q_1 = −b_0p_0/(2|κ|+1), (24)

κ > 0: p_0 = 0, p_1 = a_0q_0/(2κ+1). (25)

In both cases P starts as r^(l+1). For the irregular solution, s = −|κ|,

κ < 0: p_0 = 0, p_1 = −a_0q_0/(2|κ|−1), (26)

κ > 0: q_0 = 0, q_1 = b_0p_0/(2κ−1), (27)

and P starts as r^(−l).

Now D_n = n(n−2|κ|) does vanish at n = 2|κ|. For κ < 0 equation (5) then reads 0·p_n = F_n. If V is even in r, the indices j in F_n are even. The recurrence starts from q_0 and gives nonzero q_n at even n and nonzero p_n at odd n. Since n−1−j is odd, F_n = 0 and no logarithm is needed. The free coefficient p_n adds a multiple of the regular solution and may be set to zero. For κ > 0 the same argument applies with p and q exchanged. A linear term in V can spoil this: for κ = −1, q_1 = 0 and F_2 = a_1q_0 ≠ 0, so a logarithm must be added.

**5. How the nucleus acts outside itself**

Outside R the potential is that of the point nucleus, but nothing excludes the irregular solution there. The solution regular at the centre continues as

P = P_+ + βP_−, Q = Q_+ + βQ_−. (28)

Let t = Q/P at R. For small R the leading terms of P_± and Q_± give

(q_+R^γ + βq_−R^(−γ))/(R^γ + βR^(−γ)) = t. (29)

Multiplying out and collecting β yields

β = R^(2γ)(q_+−t)/(t−q_−). (30)

To the same order, t follows from the interior equations without E, w and 2c. With x = r/R and u = ζ(3−x²)/2 these are

dP/dx = −κP/x + uQ, dQ/dx = κQ/x − uP. (31)

They contain no R, so t depends on ζ and κ alone. The dropped terms are small beside u when 2cR ≪ ζ and |E−w_0|R/c ≪ ζ; these conditions are sufficient for the neglect. For κ = −1 and weak coupling, P ≈ x and (xQ)′ = −ux², which gives

t ≈ −(ζ/2)∫₀¹(3x²−x⁴)dx = −2ζ/5. (32)

Formula (30) also measures a bad start. Setting Q = 0 at a radius r_0 near a point nucleus means t = 0 there, so βr_0^(−2γ) = −q_+/q_−. The error fades only as r_0^(2γ).

**6. Phase shifts and bound levels**

Let V vanish beyond the muffin-tin radius S. With A and B constant, eliminating Q from (1) gives P″ = [κ(κ+1)/r² − AB]P. Since κ(κ+1) = l(l+1), P/r is a spherical Bessel function of kr, with k² = (E/c)(E/c+2c). Define the phase shift δ and amplitude C by

P = Cr[cos δ j_l(kr) − sin δ y_l(kr)]. (33)

A subscript 0 marks the point nucleus, with P_0 = P_+. From (1), Q = (P′+κP/r)/(E/c+2c), and therefore

W = (P_0P′−P_0′P)/(E/c+2c). (34)

The Wronskian of the Bessel functions is j_l y_l′−j_l′y_l = 1/x², with x = kr. Inserting (33) gives

W = −C_0C sin(δ−δ_0)/[k(E/c+2c)]. (35)

W is constant from R outward and equals −2γβ/ζ by (21) and (28). Hence

sin(δ−δ_0) = (2γ/ζ)βk(E/c+2c)/(C_0C). (36)

This holds without a small-R approximation if the matched β is used and the two potentials agree outside R.

For a bound level the energies differ, and (20) becomes W′ = −(E−E_0)(P_0P+Q_0Q)/c outside R. Integration from R to infinity, where W vanishes, gives

E−E_0 = cW(R)/∫_R^∞(P_0P+Q_0Q)dr. (37)

Let P_0 be normalized and start as Nr^γ. For small R the integral tends to 1 and W(R) to −2γβN²/ζ, so

ΔE = (2γcN²/ζ)[(t−q_+)/(t−q_−)]R^(2γ). (38)

For one electron at a bare nucleus, the 1s state (κ = −1) is P_0 = Nr^γe^(−Zr), Q_0 = q_+P_0, with E_0 = c²(γ−1). In (1) the 1/r terms reproduce (8), and the constant terms both give the decay constant cζ = Z. Since 1+q_+² = 1+(1−γ)/(1+γ) = 2/(1+γ), normalization gives

N² = (1+γ)(2Z)^(2γ+1)/[2Γ(2γ+1)]. (39)

For weak coupling N² → 4Z³, t−q_+ → −2ζ/5+ζ/2 = ζ/10 and t−q_− → 2/ζ. Thus ΔE → (2/5)Z⁴R². The shift is upward because the sphere attracts less strongly than the point.

**7. Numbers for Z = 76**

The nuclear charge is Z = 76, and a round 7 fm = 1.3228×10⁻⁴ bohr is chosen for R. Then ζ = 0.554599 and, for |κ| = 1, γ = 0.832118. For κ = −1, q_+ = −0.302709 and q_− = −3.303501. The point-nucleus density diverges as r^(−0.336); the finite nucleus removes this divergence.

For scattering, take V = −Z erfc(2r)/r outside the nucleus, S = 2.5 bohr and E = 0.5 hartree. The Gaussian cloud is a model, not a self-consistent potential. It has w_0 = 171.514 hartree, so b_0 = (0.5−171.514)/137.036 = −1.248 and a_0 = 272.824. For the regular κ = −1 solution, (12) gives

p_1 = [2.832118·272.824·(−0.302709) + 0.554599·1.248]/2.664236 = −87.53 bohr⁻¹.

The irregular solution has p_1 = 1583.6 bohr⁻¹, so its start needs more terms. At r = 0.001 bohr, the errors of truncated series, relative to the norm of (P,Q) from a 45th-order series, are:

- last term n = 0: 9.1×10⁻² regular, 2.6×10⁻¹ irregular;
- last term n = 3: 3.5×10⁻⁷ regular, 1.9×10⁻⁴ irregular;
- last term n = 6: 4.7×10⁻¹⁴ regular, 1.1×10⁻¹⁰ irregular.

The interior series for (31) gives t = −0.229454 for κ = −1. Hence

βR^(−2γ) = (−0.302709+0.229454)/(−0.229454+3.303501) = −0.02383.

Matching the full series at R gives −0.02343. For a start with Q = 0 at the same radius near a point nucleus, the leading value −q_+/q_− is −0.0916.

For κ = +1 the leading value is −0.2601, about eleven times larger. This reflects the normalization p_0 = 1. Equations (31) keep their form under κ → −κ, P → Q, Q → −P, so the relative admixture in the dominant component is the same. For κ = +1 that component is Q, and its admixture is −0.2601·0.302709/3.303501 = −0.0238.

Numerical integration from R to S gives phase changes of −1.15×10⁻³ rad for κ = −1 and −7.6×10⁻⁴ rad for κ = +1. The p_1/2 change is about two thirds of the s change. Both admixtures scale as the same power R^(2γ), because γ depends only on |κ|. The ratio of the two changes also involves the amplitudes C_0C in (36), so its value belongs to this energy and this model potential. For κ = −2, γ = 1.9216 and the factor R^(2γ) is far smaller.

For the bare nucleus with one electron, E_0 = −3152.636 hartree. The sphere's level is found by joining the interior series at R to a decaying solution integrated inward, and adjusting E until they match. The shifts, with (38) in brackets, are:

- R = 7 fm: 1.3422 (1.3637) hartree;
- R = 1.75 fm: 0.13523 (0.13576) hartree;
- R = 0.4375 fm: 0.013501 (0.013514) hartree.

The shift at 7 fm is 36.5 eV. Formula (38) exceeds the computed shift by about 1.6, 0.4 and 0.1 percent. This decrease is nearly linear in R, as expected from omitted series terms one power of r higher. The two smallest radii give a local power of 1.662, against 2γ = 1.664. At 7 fm the weak-coupling formula gives 0.2335 hartree, too small by a factor of 5.7. These energies belong to the Dirac equation with a uniform sphere; QED corrections, nuclear recoil and finer nuclear structure are left out.
